# Where a Bonding-Orbital Hole Sits in a Tin–Carbon Bond: test program

```python
"""
Result under test: an electron removed from the bonding orbital of an
orthonormal tin-carbon orbital pair leaves a hole with carbon weight
    w = (1 + d/R)/2,   R = sqrt(d^2 + 4 t^2).
d : tin site energy minus carbon site energy (eV)
t : hopping strength, off-diagonal Hamiltonian element is -t (eV)
The hole weight is the loss of site population at fixed orbital.
Further symbols: s overlap of parent orbitals, U on-site repulsion,
delta depth of an oxygen level below the bonding level, g its coupling to tin.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as elementary_charge
from scipy.optimize import minimize_scalar


def root(d, t):
    return np.sqrt(d * d + 4 * t * t)


def carbon_weight(d, t):
    return 0.5 * (1 + d / root(d, t))


def two_site(e_carbon, e_tin, t):
    return np.array([[e_carbon, -t], [-t, e_tin]], dtype=float)


def annihilators():
    """Fermion operators for carbon up/down and tin up/down."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(4):
        op = np.eye(1)
        for place in range(4):
            factor = parity if place < mode else (
                lower if place == mode else np.eye(2))
            op = np.kron(op, factor)
        result.append(op)
    return result


OPS = annihilators()
NUM = [a.T @ a for a in OPS]


def many_electron_ground(d, t, repulsion, electrons):
    """Exact ground energy and carbon population; carbon energy is zero."""
    h = d * (NUM[2] + NUM[3])
    h = h + repulsion * (NUM[0] @ NUM[1] + NUM[2] @ NUM[3])
    for spin in (0, 1):
        hop = OPS[spin].T @ OPS[spin + 2]
        h = h - t * (hop + hop.T)
    total = np.diag(sum(NUM))
    keep = np.where(np.isclose(total, electrons))[0]
    energies, states = np.linalg.eigh(h[np.ix_(keep, keep)])
    carbon = np.diag(NUM[0] + NUM[1])[keep]
    return energies[0], float(np.sum(carbon * states[:, 0] ** 2))


# Weight from eigenvectors, energy derivatives and many-electron populations
rng = np.random.default_rng(7)
for _ in range(40):
    d_r = rng.uniform(-8, 8)
    t_r = rng.uniform(0.5, 6)
    e_r = rng.uniform(-15, -5)
    levels, vectors = np.linalg.eigh(two_site(e_r, e_r + d_r, t_r))
    w_r = carbon_weight(d_r, t_r)
    assert abs(vectors[0, 0] ** 2 - w_r) < 1e-11
    assert abs(levels[0] - e_r - (d_r - root(d_r, t_r)) / 2) < 1e-11
    step = 1e-4
    up = np.linalg.eigvalsh(two_site(e_r + step, e_r + d_r, t_r))[0]
    down = np.linalg.eigvalsh(two_site(e_r - step, e_r + d_r, t_r))[0]
    assert abs((up - down) / (2 * step) - w_r) < 1e-6
    _, n_neutral = many_electron_ground(d_r, t_r, 0.0, 2)
    _, n_cation = many_electron_ground(d_r, t_r, 0.0, 1)
    assert abs(n_neutral - n_cation - w_r) < 1e-10
    assert (n_neutral - n_cation > 0.5) == (d_r > 0)

# Worked example
d, t = 4.0, 3.0
R = root(d, t)
levels, vectors = np.linalg.eigh(two_site(0, d, t))
w = carbon_weight(d, t)
ratio = vectors[1, 0] / vectors[0, 0]
assert abs(ratio - (R - d) / (2 * t)) < 1e-12
E2, n2 = many_electron_ground(d, t, 0.0, 2)
E1, n1 = many_electron_ground(d, t, 0.0, 1)
qC_neutral, qSn_neutral = 1 - n2, 1 - (2 - n2)
qC_cation, qSn_cation = 1 - n1, 1 - (1 - n1)
assert abs(qSn_neutral - (2 * w - 1)) < 1e-10
assert abs(qC_cation - (1 - w)) < 1e-10
assert abs(qSn_cation - w) < 1e-10
stabil_neutral, stabil_cation = E2 - d, E1
assert abs(stabil_neutral + R) < 1e-10
assert abs(stabil_cation + (R - d) / 2) < 1e-10

# Charge on tin as the hopping falls adiabatically
hoppings = [3.0, 2.0, 1.0, 0.5, 0.1]
tin_charges = [many_electron_ground(d, x, 0.0, 1)[1] for x in hoppings]
assert all(np.diff(tin_charges) > 0) and tin_charges[-1] > 0.999
assert many_electron_ground(-d, 0.1, 0.0, 1)[1] < 0.001

# Limits and sensitivities, from diagonalization


def diagonalized_weight(d_value, t_value):
    return np.linalg.eigh(two_site(0, d_value, t_value))[1][0, 0] ** 2


assert abs(diagonalized_weight(0, t) - 0.5) < 1e-12
assert diagonalized_weight(1000 * t, t) > 0.99999
h = 1e-4
slope_d = (diagonalized_weight(d + h, t) - diagonalized_weight(d - h, t)) / (2*h)
slope_t = (diagonalized_weight(d, t + h) - diagonalized_weight(d, t - h)) / (2*h)
assert abs(slope_d - 2 * t * t / R**3) < 1e-7
assert abs(slope_t + 2 * d * t / R**3) < 1e-7
spread = [diagonalized_weight(x, y) for x in (d - 1, d + 1)
          for y in (t - 0.5, t + 0.5)]

# Same bonding orbital, partitioned among overlapping parent orbitals
s = 0.3
overlap = np.array([[1, s], [s, 1]])
s_values, s_vectors = np.linalg.eigh(overlap)
inverse_half = s_vectors @ np.diag(s_values ** -0.5) @ s_vectors.T
parent = inverse_half @ vectors[:, 0]
w_overlap = parent[0] * (overlap @ parent)[0]
assert abs(w_overlap - 0.5 * (1 + d / R / np.sqrt(1 - s*s))) < 1e-12

# On-site repulsion: keep d as the neutral mean-field site difference
U = 4.0
d_bare = d + U * d / R


def mean_field_energy(angle):
    c, q = np.cos(angle), np.sin(angle)
    return 2 * (d_bare * q*q - 2*t*c*q) + U * (c**4 + q**4)


best = minimize_scalar(mean_field_energy, bounds=(0, np.pi / 2),
                       method="bounded", options={"xatol": 1e-10})
w_mean_field = np.cos(best.x) ** 2
assert abs(w_mean_field - w) < 1e-6
_, n1_U = many_electron_ground(d_bare, t, U, 1)
_, n2_U = many_electron_ground(d_bare, t, U, 2)
loss_mean_field = 2 * w_mean_field - n1_U
loss_exact_model = n2_U - n1_U
assert loss_mean_field < w and loss_exact_model < w

# A filled oxygen orbital coupled to tin
delta, g = 1.0, 1.0


def hole_with_oxygen(coupling):
    matrix = np.zeros((3, 3))
    matrix[:2, :2] = two_site(0, d, t)
    matrix[2, 2] = levels[0] - delta
    matrix[1, 2] = matrix[2, 1] = -coupling
    # Two filled orbitals: the hole is in the higher of them
    return np.linalg.eigh(matrix)[1][:, 1] ** 2


weak = 0.05
weak_share = hole_with_oxygen(weak)[2]
assert abs(weak_share / (weak**2 * (1 - w) / delta**2) - 1) < 0.01
oxygen_case = hole_with_oxygen(g)
assert oxygen_case[0] < w

temperature = 450.0
kT = boltzmann * temperature / elementary_charge
assert R / kT > 50

print(f"Site-energy difference d = {d:.1f} eV")
print(f"Hopping t = {t:.1f} eV")
print(f"Level splitting R = {R:.4f} eV")
print(f"Bonding level above carbon site energy = {levels[0]:.4f} eV")
print(f"Antibonding level above carbon site energy = {levels[1]:.4f} eV")
print(f"Amplitude ratio tin/carbon = {ratio:.4f} (no unit)")
print(f"Polarity d/R = {d / R:.4f} (no unit)")
print(f"Hole weight on carbon w = {w:.4f} (no unit)")
print(f"Hole weight on tin = {1 - w:.4f} (no unit)")
print(f"Carbon population, neutral = {n2:.4f} electrons")
print(f"Carbon population, cation = {n1:.4f} electrons")
print(f"Neutral bond: carbon charge = {qC_neutral:+.4f} e")
print(f"Neutral bond: tin charge = {qSn_neutral:+.4f} e")
print(f"Cation: carbon charge = {qC_cation:+.4f} e")
print(f"Cation: tin charge = {qSn_cation:+.4f} e")
print(f"Electronic stabilization, neutral = {stabil_neutral:.4f} eV")
print(f"Electronic stabilization, cation = {stabil_cation:.4f} eV")
for x, charge in zip(hoppings, tin_charges):
    print(f"Cation at hopping {x:.1f} eV: tin charge = {charge:+.4f} e")
print(f"Slope of w with d = {slope_d:+.4f} per eV")
print(f"Slope of w with t = {slope_t:+.4f} per eV")
print(f"w for d {d-1:.1f} to {d+1:.1f} eV, t {t-.5:.1f} to {t+.5:.1f} eV: "
      f"{min(spread):.4f} to {max(spread):.4f} (no unit)")
print(f"Parent-orbital overlap s = {s:.1f} (no unit)")
print(f"Mulliken carbon weight with overlap = {w_overlap:.4f} (no unit)")
print(f"On-site repulsion U = {U:.1f} eV")
print(f"Bare site difference d0 = {d_bare:.4f} eV")
print(f"Carbon population, relaxed cation = {n1_U:.4f} electrons")
print(f"Carbon population, exact two-site neutral = {n2_U:.4f} electrons")
print(f"Carbon loss, mean-field neutral = {loss_mean_field:.4f} electrons")
print(f"Carbon loss, exact two-site neutral = {loss_exact_model:.4f} electrons")
print(f"Oxygen level below bonding level, delta = {delta:.1f} eV")
print(f"Oxygen-tin coupling g = {g:.1f} eV")
print(f"Hole with oxygen: carbon weight = {oxygen_case[0]:.4f} (no unit)")
print(f"Hole with oxygen: tin weight = {oxygen_case[1]:.4f} (no unit)")
print(f"Hole with oxygen: oxygen weight = {oxygen_case[2]:.4f} (no unit)")
print(f"Bake temperature = {temperature:.0f} K")
print(f"Thermal energy kT = {kT:.4f} eV")
print(f"Splitting over thermal energy R/kT = {R / kT:.0f} (no unit)")
print("ALL CHECKS PASSED")
```

It prints:

```
Site-energy difference d = 4.0 eV
Hopping t = 3.0 eV
Level splitting R = 7.2111 eV
Bonding level above carbon site energy = -1.6056 eV
Antibonding level above carbon site energy = 5.6056 eV
Amplitude ratio tin/carbon = 0.5352 (no unit)
Polarity d/R = 0.5547 (no unit)
Hole weight on carbon w = 0.7774 (no unit)
Hole weight on tin = 0.2226 (no unit)
Carbon population, neutral = 1.5547 electrons
Carbon population, cation = 0.7774 electrons
Neutral bond: carbon charge = -0.5547 e
Neutral bond: tin charge = +0.5547 e
Cation: carbon charge = +0.2226 e
Cation: tin charge = +0.7774 e
Electronic stabilization, neutral = -7.2111 eV
Electronic stabilization, cation = -1.6056 eV
Cation at hopping 3.0 eV: tin charge = +0.7774 e
Cation at hopping 2.0 eV: tin charge = +0.8536 e
Cation at hopping 1.0 eV: tin charge = +0.9472 e
Cation at hopping 0.5 eV: tin charge = +0.9851 e
Cation at hopping 0.1 eV: tin charge = +0.9994 e
Slope of w with d = +0.0480 per eV
Slope of w with t = -0.0640 per eV
w for d 3.0 to 5.0 eV, t 2.5 to 3.5 eV: 0.6970 to 0.8536 (no unit)
Parent-orbital overlap s = 0.3 (no unit)
Mulliken carbon weight with overlap = 0.7907 (no unit)
On-site repulsion U = 4.0 eV
Bare site difference d0 = 6.2188 eV
Carbon population, relaxed cation = 0.8598 electrons
Carbon population, exact two-site neutral = 1.5190 electrons
Carbon loss, mean-field neutral = 0.6949 electrons
Carbon loss, exact two-site neutral = 0.6592 electrons
Oxygen level below bonding level, delta = 1.0 eV
Oxygen-tin coupling g = 1.0 eV
Hole with oxygen: carbon weight = 0.7177 (no unit)
Hole with oxygen: tin weight = 0.1635 (no unit)
Hole with oxygen: oxygen weight = 0.1188 (no unit)
Bake temperature = 450 K
Thermal energy kT = 0.0388 eV
Splitting over thermal energy R/kT = 186 (no unit)
ALL CHECKS PASSED
```
